# Ammonia–borane adduct energy: deformation, counterpoise correction and basis incompleteness: test program

```python
"""Ammonia-borane adduct energy, counterpoise correction and deformation.

Result under test, for fragments X = BH3, NH3 and the adduct AB:
  adduct energy (raw) = interaction energy (raw) + deformation energy
  adduct energy (CP)  = adduct energy (raw) + counterpoise correction
Deformation: own-basis fragment energy at adduct geometry minus relaxed energy.
Counterpoise correction: own-basis minus full-basis fragment energy, both at
the adduct geometry. Full basis means that the partner's functions are present
as ghosts, without its nuclei or electrons.
Method: MP2 with frozen B and N 1s orbitals; lengths in bohr, energies in
hartree, angles in radians internally. Negative adduct energy means bound.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, null_space
from pyscf import ao2mo, gto, lib, mp, scf

lib.num_threads(1)
SMALL, LARGE = "def2-svp", "def2-tzvp"
BH3_ATOMS, NH3_ATOMS = range(0, 4), range(4, 8)


def borane(bond, angle):
    """B at the origin; angle is measured from the +z axis."""
    atoms = [("B", (0.0, 0.0, 0.0))]
    for azimuth in np.arange(3) * 2 * np.pi / 3:
        atoms.append(("H", (bond * np.sin(angle) * np.cos(azimuth),
                            bond * np.sin(angle) * np.sin(azimuth),
                            bond * np.cos(angle))))
    return atoms


def ammonia(bond, angle, height=0.0, twist=np.pi / 3):
    """N on the z axis; angle is measured from the -z direction."""
    atoms = [("N", (0.0, 0.0, height))]
    for azimuth in np.arange(3) * 2 * np.pi / 3 + twist:
        atoms.append(("H", (bond * np.sin(angle) * np.cos(azimuth),
                            bond * np.sin(angle) * np.sin(azimuth),
                            height - bond * np.cos(angle))))
    return atoms


def adduct(parameters, twist=np.pi / 3):
    distance, bh, angle_b, nh, angle_n = parameters
    return borane(bh, angle_b) + ammonia(nh, angle_n, distance, twist)


def solve(atoms, basis, ghosts=(), guess=None):
    """Return [HF energy, MP2 correlation energy], HF object, MP2 object."""
    labelled = [("ghost-" + s if i in ghosts else s, xyz)
                for i, (s, xyz) in enumerate(atoms)]
    mol = gto.M(atom=labelled, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.kernel(dm0=guess)
    assert mf.converged
    cores = sum(s in ("B", "N") and i not in ghosts
                for i, (s, _) in enumerate(atoms))
    pt = mp.MP2(mf, frozen=cores)
    pt.kernel()
    return np.array([mf.e_tot, pt.e_corr]), mf, pt


def relax(build, start, h=0.02):
    """Two Newton steps from energy differences, Hessian from the start."""
    memory = {"dm": None}

    def energy(x):
        parts, mf, _ = solve(build(x), SMALL, guess=memory["dm"])
        memory["dm"] = np.asarray(mf.make_rdm1())
        return parts.sum()

    x = np.array(start, dtype=float)
    shifts = h * np.eye(len(x))
    centre = energy(x)
    up = np.array([energy(x + s) for s in shifts])
    down = np.array([energy(x - s) for s in shifts])
    hessian = np.diag((up + down - 2 * centre) / h**2)
    for i in range(len(x)):
        for j in range(i):
            mixed = energy(x + shifts[i] + shifts[j])
            hessian[i, j] = hessian[j, i] = (
                mixed - up[i] - up[j] + centre) / h**2
    assert np.linalg.eigvalsh(hessian)[0] > 0
    x = x - np.linalg.solve(hessian, (up - down) / (2 * h))
    slope = np.array([energy(x + s) - energy(x - s) for s in shifts]) / (2 * h)
    return x - np.linalg.solve(hessian, slope)


def response_lowering(own, full, own_first):
    """Second-order HF energy lowering caused by the added ghost functions."""
    mol = full.mol
    own_occ = own.mo_coeff[:, own.mo_occ > 0]
    n_own, nocc = own_occ.shape
    occ = np.zeros((mol.nao, nocc))
    if own_first:
        occ[:n_own] = own_occ
    else:
        occ[-n_own:] = own_occ
    overlap = mol.intor("int1e_ovlp")
    fock = np.asarray(full.get_fock(dm=2 * occ @ occ.T))
    space = null_space(occ.T @ overlap)
    e_vir, rotation = eigh(space.T @ fock @ space, space.T @ overlap @ space)
    vir = space @ rotation
    nvir = vir.shape[1]
    e_occ = np.diag(occ.T @ fock @ occ)
    eri = mol.intor("int2e", aosym="s8")
    ovov = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    ovov = ovov.reshape(nocc, nvir, nocc, nvir)
    oovv = ao2mo.general(eri, (occ, occ, vir, vir), compact=False)
    oovv = oovv.reshape(nocc, nocc, nvir, nvir)
    matrix = (4 * ovov - ovov.transpose(0, 3, 2, 1)
              - oovv.transpose(0, 2, 1, 3)).reshape(nocc * nvir, nocc * nvir)
    matrix += np.diag((e_vir[None, :] - e_occ[:, None]).ravel())
    gradient = (occ.T @ fock @ vir).ravel()
    return 2 * gradient @ np.linalg.solve(matrix, gradient)


# Relaxed geometries on the uncorrected MP2 surface in the small basis.
rad = np.deg2rad
complex_x = relax(adduct, [3.14, 2.30, rad(104.5), 1.935, rad(111.0)])
borane_x = relax(lambda x: borane(*x), [2.27, np.pi / 2])
ammonia_x = relax(lambda x: ammonia(*x), [1.93, rad(113.0)])
complex_atoms = adduct(complex_x)
free_atoms = {"BH3": borane(*borane_x), "NH3": ammonia(*ammonia_x)}
bent_atoms = {"BH3": complex_atoms[:4], "NH3": complex_atoms[4:]}
ghost_sites = {"BH3": NH3_ATOMS, "NH3": BH3_ATOMS}

results = {}
response = {}
for basis in (SMALL, LARGE):
    total, mf_complex, pt_complex = solve(complex_atoms, basis)
    free, bent, ghosted = {}, {}, {}
    for name in ("BH3", "NH3"):
        free[name] = solve(free_atoms[name], basis)[0]
        bent[name], mf_own, _ = solve(bent_atoms[name], basis)
        ghosted[name], mf_full, _ = solve(
            complex_atoms, basis, ghosts=ghost_sites[name])
        assert mf_full.mol.nao == mf_complex.mol.nao
        # The larger variational space must lower the HF energy.
        assert bent[name][0] > ghosted[name][0]
        if basis == SMALL:
            response[name] = response_lowering(mf_own, mf_full, name == "BH3")
    if basis == SMALL:
        analytic_gradient = pt_complex.nuc_grad_method().kernel()
    results[basis] = {
        "nao": mf_complex.mol.nao, "total": total, "free": free,
        "def": {n: bent[n] - free[n] for n in free},
        "cp": {n: bent[n] - ghosted[n] for n in free},
        "int_raw": total - sum(bent.values()),
        "int_cp": total - sum(ghosted.values()),
        "raw": total - sum(free.values())}
    r = results[basis]
    r["def_sum"] = sum(r["def"].values())
    r["cp_sum"] = sum(r["cp"].values())
    r["corrected"] = r["int_cp"] + r["def_sum"]

small, large = results[SMALL], results[LARGE]

# Geometry: analytic derivatives against the energy-difference search.
max_gradient = np.abs(analytic_gradient).max()
assert max_gradient < 5e-4
eclipsed = solve(adduct(complex_x, twist=0.0), SMALL)[0].sum()
eclipsed_rise = eclipsed - small["total"].sum()
assert eclipsed_rise > 0

# Separated supermolecules give adduct and deformation energies directly.
# The tolerance covers the remaining electrostatics and SCF convergence.
far = 200.0
far_relaxed = solve(adduct([far, *borane_x, *ammonia_x]), SMALL)[0].sum()
far_bent = solve(adduct([far, *complex_x[1:]]), SMALL)[0].sum()
direct_adduct = small["total"].sum() - far_relaxed
direct_deformation = far_bent - far_relaxed
assert abs(direct_adduct
           - (small["int_raw"] + small["def_sum"]).sum()) < 2e-6
assert abs(direct_deformation - small["def_sum"].sum()) < 2e-6
assert all(small["def"][n].sum() > 0 for n in ("BH3", "NH3"))

# Ghost lowering: quadratic response omits cubic and higher rotations.
for name in ("BH3", "NH3"):
    actual = small["cp"][name][0]
    assert abs(response[name] / actual - 1) < 0.10

# Bending at fixed free bond length should dominate the BH3 deformation.
bend_only = (solve(borane(borane_x[0], complex_x[2]), SMALL)[0]
             - small["free"]["BH3"]).sum()
assert 0.8 < bend_only / small["def"]["BH3"].sum() < 1.2
assert small["cp_sum"].sum() > large["cp_sum"].sum() > 0

deg = np.rad2deg
print("MP2, frozen B and N 1s; geometries: MP2/def2-SVP")
print(f"adduct B-N, B-H, N-H: {complex_x[0]:.4f}, {complex_x[1]:.4f}, "
      f"{complex_x[3]:.4f} bohr")
print(f"adduct angles N-B-H, B-N-H: {deg(complex_x[2]):.2f}, "
      f"{deg(complex_x[4]):.2f} degree")
print(f"free BH3: B-H {borane_x[0]:.4f} bohr, "
      f"axis-B-H angle {deg(borane_x[1]):.2f} degree")
print(f"free NH3: N-H {ammonia_x[0]:.4f} bohr, "
      f"axis-N-H angle {deg(ammonia_x[1]):.2f} degree")
print(f"largest analytic gradient component: {max_gradient:.1e} hartree/bohr")
print(f"eclipsed minus staggered: {eclipsed_rise:.6f} hartree")
kj = (constants.physical_constants["Hartree energy"][0]
      * constants.N_A / 1000)
for basis in (SMALL, LARGE):
    r = results[basis]
    print(f"--- {basis}: {r['nao']} adduct basis functions; hartree ---")
    print(f"total energy adduct: {r['total'].sum():.6f}")
    print(f"total energies free BH3, NH3: {r['free']['BH3'].sum():.6f}, "
          f"{r['free']['NH3'].sum():.6f}")
    print(f"interaction raw, CP: {r['int_raw'].sum():.6f}, "
          f"{r['int_cp'].sum():.6f}")
    print(f"deformation BH3, NH3, sum: {r['def']['BH3'].sum():.6f}, "
          f"{r['def']['NH3'].sum():.6f}, {r['def_sum'].sum():.6f}")
    print(f"CP correction BH3, NH3, sum: {r['cp']['BH3'].sum():.6f}, "
          f"{r['cp']['NH3'].sum():.6f}, {r['cp_sum'].sum():.6f}")
    print(f"CP correction HF part, correlation part: "
          f"{r['cp_sum'][0]:.6f}, {r['cp_sum'][1]:.6f}")
    print(f"adduct energy HF part raw, CP: {r['raw'][0]:.6f}, "
          f"{r['corrected'][0]:.6f}")
    print(f"adduct energy MP2 raw, CP: {r['raw'].sum():.6f}, "
          f"{r['corrected'].sum():.6f}")
    print(f"adduct energy MP2 raw, CP: {r['raw'].sum() * kj:.1f}, "
          f"{r['corrected'].sum() * kj:.1f} kJ/mol")
print("--- changes, def2-TZVP minus def2-SVP; hartree ---")
for label, key in (("adduct energy raw", "raw"),
                   ("adduct energy CP", "corrected"),
                   ("interaction CP", "int_cp"),
                   ("deformation", "def_sum")):
    print(f"{label}: {(large[key] - small[key]).sum():.6f}")
print("--- checks in def2-SVP; hartree ---")
print(f"adduct energy from 200 bohr separation: {direct_adduct:.6f}")
print(f"deformation from 200 bohr separation: {direct_deformation:.6f}")
print(f"BH3 bending at free bond length: {bend_only:.6f}")
for name in ("BH3", "NH3"):
    print(f"{name} HF ghost lowering, full and second-order: "
          f"{small['cp'][name][0]:.6f}, {response[name]:.6f}")
print("all tests passed")
```

Printed output:

```
MP2, frozen B and N 1s; geometries: MP2/def2-SVP
adduct B-N, B-H, N-H: 3.1122, 2.3062, 1.9289 bohr
adduct angles N-B-H, B-N-H: 104.86, 111.23 degree
free BH3: B-H 2.2692 bohr, axis-B-H angle 90.00 degree
free NH3: N-H 1.9259 bohr, axis-N-H angle 113.70 degree
largest analytic gradient component: 1.0e-04 hartree/bohr
eclipsed minus staggered: 0.004172 hartree
--- def2-svp: 58 adduct basis functions; hartree ---
total energy adduct: -82.857921
total energies free BH3, NH3: -26.462858, -56.335368
interaction raw, CP: -0.082023, -0.068691
deformation BH3, NH3, sum: 0.021887, 0.000442, 0.022328
CP correction BH3, NH3, sum: 0.001277, 0.012055, 0.013332
CP correction HF part, correlation part: 0.006206, 0.007126
adduct energy HF part raw, CP: -0.040786, -0.034581
adduct energy MP2 raw, CP: -0.059694, -0.046362
adduct energy MP2 raw, CP: -156.7, -121.7 kJ/mol
--- def2-tzvp: 98 adduct basis functions; hartree ---
total energy adduct: -83.002590
total energies free BH3, NH3: -26.505975, -56.443458
interaction raw, CP: -0.075019, -0.070037
deformation BH3, NH3, sum: 0.021922, -0.000060, 0.021862
CP correction BH3, NH3, sum: 0.000668, 0.004313, 0.004981
CP correction HF part, correlation part: 0.001255, 0.003726
adduct energy HF part raw, CP: -0.034120, -0.032865
adduct energy MP2 raw, CP: -0.053157, -0.048176
adduct energy MP2 raw, CP: -139.6, -126.5 kJ/mol
--- changes, def2-TZVP minus def2-SVP; hartree ---
adduct energy raw: 0.006537
adduct energy CP: -0.001813
interaction CP: -0.001346
deformation: -0.000467
--- checks in def2-SVP; hartree ---
adduct energy from 200 bohr separation: -0.059694
deformation from 200 bohr separation: 0.022328
BH3 bending at free bond length: 0.021591
BH3 HF ghost lowering, full and second-order: 0.000333, 0.000333
NH3 HF ghost lowering, full and second-order: 0.005872, 0.005946
all tests passed
```
